# Why thin oxide films with broad barriers permeate through rare easy crossings

## What symmetry fixes

An oxidant molecule crosses an oxide film by hopping between interstices a distance $a$ apart. Each hop passes a saddle of energy $E$, measured from the gas reservoir. Let the saddles be independent, with density $f(E)$ and cumulative distribution $F(E)$, and let them be spread over many $kT$.

When barriers differ by many $kT$, the hardest hop on a path controls it, and the film uses the path whose hardest hop is easiest. Call that hop's energy $E_L$ for a film of thickness $L$. Which path wins depends on the order of the barriers and not on their values: any increasing relabelling of the energies leaves the winner unchanged. The quantile $t_L=F(E_L)$ is therefore a random number whose distribution is fixed by lattice and film shape alone, independent of temperature and of $f$.

For saddles uniform on $[E_{\min},E_{\min}+W]$ we have $E_L-E_{\min}=Wt_L$. The film conductance $G$, in units of the easiest possible bond, must then have the form

$$\ln G\simeq -w\,t_L,\qquad w=\frac{W}{kT}.$$

Temperature enters as a magnifier: a small geometrical scatter of $t_L$ is multiplied by $w$ in the exponent. The questions left are how large that scatter is, how a wide film samples it, and what the approximation leaves out.

The model is a simple cubic bond network, periodic sideways, with $m=L/a$ bonds between two ideal reservoirs and $N_c$ columns. The reduced permeability is $P=Gm/N_c$, which equals 1 if every bond is the easiest one.

The example takes rough values for O$_2$ in a vitreous-silica diffusion barrier: $a=0.5$ nm, saddles from 0.3 to 2.7 eV and $T=600$ K. Then $kT=0.0517$ eV and $w=46.4$. The contact is 7 nm × 7 nm, so $N_c=196$.

## Contribution 1: site energies, which cancel

Let site $i$ have energy $\varepsilon_i$ and small mean occupation $n_i$. With attempt rate $\nu_0$, the hop from $i$ to $j$ has rate $\nu_0e^{-(E_{ij}-\varepsilon_i)/kT}$. The net flux is

$$J_{ij}=\nu_0e^{-E_{ij}/kT}\left(n_ie^{\varepsilon_i/kT}-n_je^{\varepsilon_j/kT}\right)=\nu_0e^{-E_{ij}/kT}(z_i-z_j),$$

where $z_i=n_ie^{\varepsilon_i/kT}$ is the activity. In the steady state $\sum_jJ_{ij}=0$ at each interior site. These are Kirchhoff's equations with potentials $z_i$, and the site energies have disappeared from them. They still govern how much oxidant is stored and how long the steady state takes to form.

As a test, the hopping equations were solved directly for 27 sites with random energies within $\pm2kT$. The flux agreed with the resistor network to better than one part in $10^8$.

Dividing out the factor $\nu_0e^{-E_{\min}/kT}$ leaves the bond conductances $g=e^{-(E-E_{\min})/kT}$.

## Contribution 2: the hardest hop, and what it omits

Set $z=1$ at the entry and $z=0$ at the exit, and consider

$$D[z]=\sum_{\rm bonds}g_{ij}(z_i-z_j)^2 .$$

Setting its derivative with respect to an interior $z_i$ to zero gives $\sum_jg_{ij}(z_i-z_j)=0$, which is Kirchhoff's equation. Since $D$ is a sum of squares, this stationary point is the minimum. Its value follows by collecting terms site by site: $D=\sum_iz_i\sum_jg_{ij}(z_i-z_j)$. Interior sites contribute zero, the exit has $z=0$, and the entry contributes the total inflow $G$. Hence $G=\min D$, and removing bonds cannot raise $G$.

*Lower bound.* Keep only the best path, with $\ell$ bonds. Its resistances add, and none exceeds $e^{(E_L-E_{\min})/kT}$, so $G\ge e^{-(E_L-E_{\min})/kT}/\ell$.

*Upper bound.* Take all sites joined to the entry by bonds with $E<E_L$. By the definition of $E_L$ this cluster does not reach the exit, and the $M$ bonds leaving it have $E\ge E_L$. The trial choice $z=1$ on the cluster and $z=0$ elsewhere gives $G\le Me^{-(E_L-E_{\min})/kT}$. Together,

$$-\ln\ell\;\le\;\ln G+\frac{E_L-E_{\min}}{kT}\;\le\;\ln M .$$

The correction to the symmetry argument is thus logarithmic in the number of bonds. The bounds do not show that it is small, so it has to be weighed. From the median permeability and median threshold of the simulated films:

| $L$ (nm) | $E_L$ (eV) | $(E_L-E_{\min})/kT$ | $P$ | $\ln G$ |
|---|---|---|---|---|
| 1 | 0.442 | 2.7 | $1.0\times10^{-3}$ | −2.3 |
| 2 | 0.695 | 7.6 | $1.6\times10^{-5}$ | −7.1 |
| 4 | 0.829 | 10.2 | $2.2\times10^{-6}$ | −9.8 |
| 8 | 0.894 | 11.5 | $1.1\times10^{-6}$ | −11.2 |

The last column uses $G=196P/m$. Formed from these medians, the omitted term is between about 0.2 and 0.5 at the four thicknesses, while the threshold term changes by almost 9. In single samples it scatters more widely, from about $-1$ to $+1.7$. Sample by sample, the correlation between the threshold and $-\ln P$ in the 2 nm films is 0.96.

## Contribution 3: the scatter of thresholds

Suppose a fraction $p$ of the bonds is open. In an infinite network a connected crossing appears at $p_c$, which is 0.2488 for this lattice, so the bulk threshold is $E_c=0.3+0.2488\times2.4=0.897$ eV. Near $p_c$, percolation theory gives a correlation length of order $a|p-p_c|^{-\nu}$ with $\nu=0.876$. Both constants are taken here as known inputs.

A block of side $L$ cannot distinguish $p$ from $p_c$ while this length exceeds $L$, that is, while $|p-p_c|\lesssim(L/a)^{-1/\nu}$. Over that window its crossing is a matter of chance. The block's threshold therefore scatters with standard deviation

$$\Delta t=C\left(\frac La\right)^{-1/\nu},\qquad \Delta E=\frac{\Delta t}{f(E_c)},$$

where the second relation holds if $f$ varies little across the scatter. For uniform saddles $1/f=W$.

Cubic blocks of 6, 12 and 20 bonds gave $\Delta E=95$, 43 and 26 meV. The fitted exponent is 1.07, against $1/\nu=1.14$. A standard deviation from $n$ samples is uncertain by about $1/\sqrt{2n}$, here 3 to 5 %, which makes the exponent uncertain by about 0.04, so the two are compatible. Averaging independent bonds over the block volume would give $3/2$, which the data exclude. The prefactor is $C\approx0.32$.

The scatter matters when it exceeds $kT$. Setting $WC(L_x/a)^{-1/\nu}=kT$ and solving for $L_x$,

$$L_x=a\,(Cw)^{\nu}=0.5\ \text{nm}\times(0.315\times46.4)^{0.876}\approx5.2\ \text{nm}.$$

This is the critical correlation length with its numerical factor made definite. The usual estimate asks for the correlation length of bonds within $kT$ of $E_c$, for which $|p-p_c|=1/w$. It gives $\xi\sim aw^\nu=14$ nm with unit prefactor. The two differ by the constant $C^\nu\approx0.36$ and scale alike with $w$. In terms of $L_x$, the scatter of thresholds alone would give a block's log-conductance a standard deviation of

$$w\,\Delta t=\left(\frac{L_x}{L}\right)^{1/\nu}.$$

It passes through 1 gradually, so $L_x$ marks a crossover and not a sharp boundary.

## Contribution 4: parallel selection

A film of lateral edge $S$ contains about $N=(S/L)^2$ blocks side by side. Let $R_L(E)$ be the probability that one block is crossed by bonds up to energy $E$. Treating blocks as independent, the film remains uncrossed if every block does:

$$\mathrm{Prob}(E_{\rm film}>E)\approx[1-R_L(E)]^N .$$

The median film threshold thus lies where $R_L=1-2^{-1/N}$. Thinning the film at fixed contact size acts twice: each block's threshold scatters more widely, and there are more blocks from which the lowest is selected. Both push $E_{\rm film}$ below $E_c$.

For $L=2$ nm, $N=12$ and $R_L=0.055$. If the block thresholds are taken as Gaussian, this lies 1.6 standard deviations below the mean. With $\Delta t=0.315\times4^{-1.142}=0.065$ the estimate is $t=0.249-0.103=0.145$, or 0.65 eV. The simulated median is 0.70 eV. For $L=4$ nm the same steps give 0.84 eV against 0.83 eV. The estimate ignores crossings that wander between blocks, takes the mean block threshold to be $p_c$, and assumes a Gaussian shape. For the 2 nm film it also extrapolates the scatter to blocks of 4 bonds, smaller than any measured above. It does not apply at 8 nm, where the film is thicker than the contact is wide.

The thickness dependence can now be split up. From 8 nm to 2 nm,

$$\ln\frac{P(2)}{P(8)}=\underbrace{\frac{0.894-0.695}{0.0517}}_{\text{threshold: }+3.8}+\underbrace{\ln\frac{4}{16}}_{\text{thickness factor: }-1.4}+\underbrace{0.3}_{\text{omitted term}}\approx2.7 .$$

The thickness factor is negative because $P$ multiplies $G$ by $m$: for ordinary diffusion a thinner film conducts more in proportion, and $P$ removes that gain. The lowered threshold outweighs it, and the thin film is about 15 times more permeable at the same contact area. This is a ratio of medians from 60 and 24 samples and is uncertain by some 30 %; larger ensembles give about 19, and the ratio of the means is about twice that.

In units of use, with 760 Torr of gas, $\nu_0=10^{13}$ s$^{-1}$ and a free volume of 0.01 nm$^3$ per interstice, the median permeability is $1.6\times10^6$ molecules/(cm s Torr) at 2 nm and $1.0\times10^5$ at 8 nm. The 2 nm contact passes about 2900 molecules per second. A bulk permeability estimated from the 8 nm film would predict about 190.

## Is barrier breadth the cause?

The same random networks were solved at 1200 K, and also at 600 K with the saddle range cut from 2.4 to 0.2 eV. Contact size and barrier ordering were held fixed.

| Case | $L_x$ (nm) | $P(2)/P(8)$ | std of $\ln P$, 2 nm |
|---|---|---|---|
| 600 K, broad | 5.2 | 15 | 1.3 |
| 1200 K, broad | 2.9 | 2.5 | 0.43 |
| 600 K, narrow | 0.6 | 1.06 | 0.04 |

The paths of lowest threshold are identical in all three cases. What changes is the magnifier $w$, and both effects shrink with it.

Blocking the single hardest bond on the best path removes 48 % of the flux through a typical 2 nm broad film, but 0.5 % through the narrow one. Half the flux leaves through 2 of the 196 exit sites in the broad film and through 43 in the narrow one. The flux of the thin broad film is therefore carried by a few crossings.

## Contribution 5: lateral area, which limits the variation

At 600 K the ratio of the 90th to the 10th percentile of $P$ is about 24 for 2 nm films, 5 for 4 nm and 3 for 8 nm. At 1 nm it is 20, and the standard deviation of $\ln P$ is 1.1 against 1.3 at 2 nm. With 60 samples each, that last difference is hardly larger than its sampling error, so the data do not settle which of the two thinnest films varies more.

These variations belong to a small contact. For 2 nm films the standard deviation of $\ln P$ falls from 1.8 to 1.3 to 0.86 as the edge grows from 3.5 to 7 to 10.5 nm. The median $P$ rises from $0.7\times10^{-5}$ to $1.6\times10^{-5}$ to $2.8\times10^{-5}$, because a larger contact is more likely to contain an unusually easy crossing.

The very wide film can be bounded analytically. Delete all sideways bonds, which cannot raise $G$, and consider one straight column of $m$ bonds. Let $X$ be its highest saddle, in $kT$ above $E_{\min}$. All $m$ saddles lie below $x$ with probability $(x/w)^m$, so $X$ has density $mx^{m-1}/w^m$. The column conductance lies between $e^{-X}/m$ and $e^{-X}$, and

$$Q=\langle e^{-X}\rangle=\frac{m}{w^m}\int_0^wx^{m-1}e^{-x}\,dx\;\approx\;\frac{m!}{w^m}\qquad(w\gg m).$$

The mean conductance thus lies between $Q/m$ and $Q$. The weight $x^{m-1}e^{-x}$ has mean $m$, so the columns that dominate the mean have their highest saddle about $m\,kT$ above $E_{\min}$. For $m=4$, $Q=5.2\times10^{-6}$. Random sampling gave a mean conductance of $3.2\times10^{-6}$, uncertain by about 6 %, and a dominant saddle at $4.3\,kT$. The exact mean is $w^{-4}\int_0^\infty E_1(t)^4\,dt=3.0\times10^{-6}$, with $E_1$ the exponential integral.

Two results follow for the 2 nm film. First, its area-averaged permeability is at least $4\times3.0\times10^{-6}=1.2\times10^{-5}$, about 11 times the 8 nm value that serves here as the estimate of the bulk. That estimate is not converged and is on the high side: a 16 nm film on a 14 nm contact gives about $0.9\times10^{-6}$. The enhancement therefore survives in a film of any width. Second, one such column occurs per $(w/m)^m$ columns, which is an area of edge

$$a\left(\frac wm\right)^{m/2}=0.5\ \text{nm}\times11.6^2\approx67\ \text{nm}.$$

The estimate has a meaning only while straight columns carry a fair share of the flux. In a 4 nm film they do not: for $m=8$ their contribution to $P$ is at most $mQ\approx1.5\times10^{-8}$, less than 1 % of the film's median.

This edge is probably too large as a measure of where averaging sets in, since the spread at 10.5 nm is already below 1. Wandering crossings, which are more numerous than straight ones, are the likely reason: wide 2 nm films have a mean $P$ of about $4.7\times10^{-5}$, of which straight columns supply only about a quarter. If patches of 10.5 nm are independent and log-normal, each has a relative standard deviation of $\sqrt{e^{0.86^2}-1}\approx1.0$. A contact of 100 nm edge holds about 91 of them and would vary by about 11 %. The figure is too low, because a log-normal fit describes rare, very easy crossings poorly: solved directly, contacts of 20, 50 and 100 nm edge have standard deviations of $\ln P$ of about 0.6, 0.3 and 0.15. The ratio of the 90th to the 10th percentile is about 9 at 10.5 nm, 5 at 20 nm and 2 at 50 nm. Several-fold variation between samples is thus a property of contacts up to a few tens of nanometres wide in this example, whereas the thickness dependence has no such restriction.

## Setting the model beside silica

The barrier range is the least certain input, and $L_x$ scales as $W^{0.876}$. A Gaussian distribution of the same standard deviation has a density at its $p_c$ quantile of about $1.10/W$ instead of $1/W$. Since $L_x=a\,[C/(f(E_c)\,kT)]^{\nu}$, this gives 4.8 nm instead of 5.2 nm. The measured activation energy for oxygen transport in silica is, roughly, somewhat above 1 eV, higher than the model's $E_c$. Raising all saddles by 0.2 eV would cut the absolute flux about 50-fold and leave the ratios unchanged. Even that leaves the model far above real silica: the parabolic rate constant of dry silicon oxidation, extrapolated well below its measured range to 600 K, implies a permeability of order 1 molecule/(cm s Torr), about five orders of magnitude below the model's 8 nm value. The absolute fluxes given above are illustrations, not predictions for silica. If thermal breathing of the rings makes each saddle fluctuate as a Gaussian of standard deviation $\sigma=0.1$ eV, averaging $e^{-E/kT}$ over the fluctuation lowers every effective saddle by $\sigma^2/2kT\approx0.1$ eV, again a common factor. Filling of a site at −0.2 eV (0.6 %) and tunnelling (3 % of a rate) are negligible. Real saddles are not independent, since neighbouring hops share rings and density fluctuations. Correlation over a few spacings would act like a larger effective $a$ and so lengthen $L_x$. It would also shift the bulk threshold. The size of both changes depends on the form of the correlation and is not estimated here.

The assumption with the largest consequence is the ideal exit. A reaction step there matches the resistance of the 2 nm film when its saddle is 0.94 eV, provided that oxidant spreads along the interface so that all of it takes part. Without such spreading, the few exit sites under the easy crossings must carry most of the reaction, and the matching saddle is roughly 0.2 eV lower. For silicon, with a reaction barrier of roughly 2 eV, the reaction resistance would be about $10^9$ times that of the film, and the growth rate would not reveal the effects described here. They apply to a barrier film over a fast oxygen getter, or to tracer permeation. Dry oxidation of silicon is also usually run far above 600 K, where $L_x$ is shorter. The individual values behind these figures are in the numerical output, with one exception: its line for bell-shaped barriers multiplies by the density ratio where the formula above divides, so the 4.8 nm given here replaces the printed value.

## Computed values

```
spacing 0.5 nm; saddles 0.3 to 2.7 eV
T 600 K; kT 0.0517 eV; W/kT 46.42
control width 0.2 eV; its W/kT 3.87
inputs p_c 0.2488, nu 0.876, 1/nu 1.142
critical saddle E_c 0.897 eV
block 6: threshold mean 0.2495, std 0.0396, std 95.1 meV
block 12: threshold mean 0.2450, std 0.0178, std 42.7 meV
block 20: threshold mean 0.2458, std 0.0109, std 26.3 meV
fitted scatter exponent 1.074; prefactor C 0.315
xi with unit prefactor 14.42 nm
L_x: 600 K 5.24 nm, 1200 K 2.86 nm, narrow 0.59 nm
contact edge 7.0 nm; columns 196
attempt rate 1e+13 1/s; free volume 0.01 nm^3
pressure 760 Torr; activity 1.22e-04
easiest-bond flux 3.695e+06 molecules/s
film 1 nm (60 samples): median P 1.03e-03, E_L 0.442 eV
  permeability 1.00e+08 molecules/(cm s Torr); flux 3.73e+05 molecules/s
  std ln P 1.14; 90%/10% ratio 19.7
film 2 nm (60 samples): median P 1.61e-05, E_L 0.695 eV
  permeability 1.57e+06 molecules/(cm s Torr); flux 2.92e+03 molecules/s
  std ln P 1.34; 90%/10% ratio 23.7
film 4 nm (40 samples): median P 2.23e-06, E_L 0.829 eV
  permeability 2.17e+05 molecules/(cm s Torr); flux 2.02e+02 molecules/s
  std ln P 0.66; 90%/10% ratio 5.4
film 8 nm (24 samples): median P 1.07e-06, E_L 0.894 eV
  permeability 1.04e+05 molecules/(cm s Torr); flux 4.83e+01 molecules/s
  std ln P 0.42; 90%/10% ratio 2.9
600 K: P(2 nm)/P(8 nm) 15.11; std ln P at 2 nm 1.339
1200 K: P(2 nm)/P(8 nm) 2.48; std ln P at 2 nm 0.428
narrow: P(2 nm)/P(8 nm) 1.06; std ln P at 2 nm 0.042
2 nm main: flux lost without critical bond 48.1 %; exits for half flux 2
2 nm narrow: flux lost without critical bond 0.5 %; exits for half flux 43
2 nm: correlation of threshold with -ln P 0.961
2 nm film, edge 3.5 nm: median P 6.71e-06, std ln P 1.78
2 nm film, edge 10.5 nm: median P 2.83e-05, std ln P 0.86
straight columns, 4 bonds: mean G 3.20e-06, Q 5.17e-06
dominant highest saddle 4.29 kT above E_min
averaging edge: 2 nm film 67 nm, 4 nm film 567 nm
column estimate limit p_c*W/kT 11.5 bonds, 5.8 nm
neglected: occupation of a -0.2 eV site 5.9e-03
neglected: tunnelling correction 2.7 %
neglected: 0.1 eV ring breathing lowers saddles 0.097 eV
bell-shaped barriers, std 0.693 eV: L_x 5.69 nm
exit step equals 2 nm film resistance at 0.94 eV
2.0 eV exit step: resistance 7.7e+08 times the film
```
